# Oxygen out-diffusion from silicon: the depth of half concentration: a numerical check

```python
"""Oxygen out-diffusion from silicon: test of the half-concentration depth.

Result under test: for uniform initial concentration C0 and zero surface
concentration, C(x,t) = C0*erf(x/(2*sqrt(D*t))). With
D = 0.13*exp(-2.53 eV/kT) cm^2/s, four hours at 1100 C give C = C0/2
at a depth of about 9.4 micrometres.
x: depth, t: time, D: diffusivity, T: temperature, k: Boltzmann constant.
Lengths inside the program are in micrometres (um), times in seconds.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfinv

K_EV = constants.k / constants.e
CM2_TO_UM2 = 1.0e8
PREFACTOR = 0.13          # cm^2/s
ACTIVATION = 2.53         # eV


def diffusivity(temperature, activation=ACTIVATION):
    """Oxygen diffusivity in um^2/s."""
    return (PREFACTOR * CM2_TO_UM2
            * np.exp(-activation / (K_EV * temperature)))


T_anneal = 1100.0 + constants.zero_Celsius
time_anneal = 4 * 3600.0
D = diffusivity(T_anneal)
budget = D * time_anneal
length = np.sqrt(budget)

# The error-function profile must satisfy the diffusion equation.
xs, ts, ds = sp.symbols("x t D", positive=True)
profile = sp.erf(xs / (2 * sp.sqrt(ds * ts)))
residual = sp.diff(profile, ts) - ds * sp.diff(profile, xs, 2)
assert sp.simplify(residual) == 0

# Root of erf(y) = 1/2, from direct quadrature of the normalized Gaussian.
gauss_total = quad(lambda u: np.exp(-u * u), 0, np.inf)[0]


def gauss_fraction(y):
    return quad(lambda u: np.exp(-u * u), 0, y)[0] / gauss_total


y_half = brentq(lambda y: gauss_fraction(y) - 0.5, 0.1, 1.0)
assert abs(y_half - erfinv(0.5)) < 1e-9

# Hand calculation: four series terms and one Newton step.
y_trial = 0.48
front = 2 / np.sqrt(np.pi)
terms = front * np.array([y_trial, -y_trial**3 / 3,
                          y_trial**5 / 10, -y_trial**7 / 42])
series_sum = terms.sum()
next_term = front * y_trial**9 / 216
assert abs(series_sum - gauss_fraction(y_trial)) < next_term
slope = front * np.exp(-y_trial**2)
y_newton = y_trial - (series_sum - 0.5) / slope
assert abs(y_newton - y_half) < 3e-5

x_half = 2 * y_half * length
assert abs(x_half - 9.4) < 0.05

# Explicit finite differences, one-second steps, 120 um deep.
h = 0.2
step = 1.0
grid = h * np.arange(601)


def simulate(diffusivities, surface):
    """March C/C0 from a uniform start with a fixed surface value."""
    conc = np.ones(grid.size)
    conc[0] = surface
    for value in diffusivities:
        change = conc[2:] - 2 * conc[1:-1] + conc[:-2]
        conc[1:-1] += value * step / h**2 * change
    return conc


def depth_at(conc, level):
    """Depth where a rising profile crosses a level."""
    i = int(np.argmax(conc >= level))
    part = (level - conc[i - 1]) / (conc[i] - conc[i - 1])
    return grid[i - 1] + h * part


constant_D = np.full(int(time_anneal / step), D)
numeric = simulate(constant_D, 0.0)
x_numeric = depth_at(numeric, 0.5)
assert np.max(np.abs(numeric - erf(grid / (2 * length)))) < 1e-3
assert abs(x_numeric - x_half) < 0.01

# Surface held at the solubility instead of zero.
C0 = 8.0e17               # cm^-3, rough typical value
C_sol = 2.4e17            # cm^-3, rough value at 1100 C
s = C_sol / C0
x_sol = 2 * length * erfinv((0.5 - s) / (1 - s))
numeric_sol = simulate(constant_D, s)
x_excess = depth_at(numeric_sol, s + 0.5 * (1 - s))
assert abs(depth_at(numeric_sol, 0.5) - x_sol) < 0.01
assert abs(x_excess - x_half) < 0.01
C_at_half = C0 * np.interp(x_half, grid, numeric_sol)
assert abs(C_at_half / (0.5 * (C0 + C_sol)) - 1) < 1e-3

# Heating and cooling ramps: integral of D dt replaces D*t.
ramp = 5.0 / 60.0         # K/s
T_low = 700.0 + constants.zero_Celsius
ramp_budget = 2 * quad(diffusivity, T_low, T_anneal)[0] / ramp
x_ramp = 2 * y_half * np.sqrt(budget + ramp_budget)
n_ramp = int(round((T_anneal - T_low) / ramp / step))
T_up = T_low + ramp * step * (np.arange(n_ramp) + 0.5)
D_up = diffusivity(T_up)
history = np.concatenate([D_up, constant_D, D_up[::-1]])
assert abs(depth_at(simulate(history, 0.0), 0.5) - x_ramp) < 0.01

# Two-sided wafer of finite thickness, by its sine series.
thickness = 725.0
odd = np.arange(1, 1200, 2)


def slab(x):
    decay = np.exp(-(odd * np.pi / thickness)**2 * budget)
    waves = np.sin(odd * np.pi * x / thickness)
    return np.sum(4 / (odd * np.pi) * waves * decay)


x_slab = brentq(lambda x: slab(x) - 0.5, 1.0, 50.0)
assert abs(x_slab - x_half) < 1e-6

# Precipitates as absorbing spheres, each in its own closed cell.
density = 1.0e8           # cm^-3, assumed
radius = 0.05             # um, assumed
density_um = density * 1e-12
rate = 4 * np.pi * D * radius * density_um
cell = (3 / (4 * np.pi * density_um))**(1 / 3)


def cell_condition(q):
    angle = q * (cell - radius)
    return np.sin(angle) - q * cell * np.cos(angle)


q_guess = np.sqrt(rate / D)
q_mode = brentq(cell_condition, 0.3 * q_guess, 3 * q_guess)
rate_mode = D * q_mode**2
# The formula omits corrections of relative order radius/cell.
assert abs(rate_mode / rate - 1) < 3 * radius / cell
loss = 1 - np.exp(-rate * time_anneal)

# Sensitivity to furnace temperature and activation energy.
x_hot = 2 * y_half * np.sqrt(diffusivity(T_anneal + 10) * time_anneal)
x_cold = 2 * y_half * np.sqrt(diffusivity(T_anneal - 10) * time_anneal)
x_energy = 2 * y_half * np.sqrt(
    diffusivity(T_anneal, ACTIVATION + 0.01) * time_anneal)
assert x_cold < x_half < x_hot and x_energy < x_half
shifts = [abs(x - x_half) for x in (x_ramp, x_hot, x_cold, x_energy)]
assert abs(x_sol - x_half) > max(shifts)

print(f"temperature: {T_anneal:.2f} K")
print(f"anneal time: {time_anneal:.0f} s")
print(f"kT: {K_EV * T_anneal:.5f} eV")
print(f"activation energy / kT: {ACTIVATION / (K_EV * T_anneal):.3f}")
print(f"D: {D / CM2_TO_UM2:.3e} cm^2/s")
print(f"D*t: {budget / CM2_TO_UM2:.3e} cm^2")
print(f"sqrt(D*t): {length * 1e-4:.3e} cm")
print(f"trial y: {y_trial:.2f}")
for number, term in enumerate(terms, 1):
    print(f"erf series term {number} at trial y: {term:.6f}")
print(f"sum of four terms: {series_sum:.6f}")
print(f"size of next term: {next_term:.1e}")
print(f"slope of erf at trial y: {slope:.4f}")
print(f"y after Newton step: {y_newton:.5f}")
print(f"y_half from quadrature: {y_half:.5f}")
print(f"half depth: {x_half * 1e-4:.3e} cm")
print(f"half depth: {x_half:.2f} um")
print(f"half depth, finite differences: {x_numeric:.2f} um")
for x in (5.0, 10.0, 20.0, 30.0):
    print(f"C/C0 at {x:.0f} um: formula {erf(x / (2 * length)):.4f}, "
          f"numeric {np.interp(x, grid, numeric):.4f}")
print(f"initial oxygen (rough): {C0:.1e} cm^-3")
print(f"half of initial oxygen: {C0 / 2:.1e} cm^-3")
print(f"solubility at 1100 C (rough): {C_sol:.1e} cm^-3")
print(f"solubility / initial oxygen: {s:.2f}")
print(f"erf value needed, solubility case: {(0.5 - s) / (1 - s):.4f}")
print(f"half depth, surface at solubility: {x_sol:.2f} um")
print(f"depth where excess halves: {x_excess:.2f} um")
print(f"C at zero-surface half depth: {C_at_half:.2e} cm^-3")
print(f"ramp rate: {ramp * 60:.1f} K/min")
print(f"ramp end temperature: {T_low - constants.zero_Celsius:.0f} C")
print(f"both ramps, share of D*t: {100 * ramp_budget / budget:.1f} %")
print(f"half depth with ramps: {x_ramp:.2f} um")
print(f"half depth, 10 K hotter: {x_hot:.2f} um")
print(f"half depth, 10 K colder: {x_cold:.2f} um")
print(f"half depth, energy +0.01 eV: {x_energy:.2f} um")
print(f"wafer thickness: {thickness:.0f} um")
print(f"half depth in two-sided wafer: {x_slab:.2f} um")
print(f"precipitate density (assumed): {density:.1e} cm^-3")
print(f"precipitate radius (assumed): {radius * 1000:.0f} nm")
print(f"cell radius per precipitate: {cell:.1f} um")
print(f"precipitation rate, formula: {rate:.3e} 1/s")
print(f"precipitation rate, cell mode: {rate_mode:.3e} 1/s")
print(f"excess oxygen lost to precipitates: {100 * loss:.2f} %")
print("all tests passed")
```

Output:

```
temperature: 1373.15 K
anneal time: 14400 s
kT: 0.11833 eV
activation energy / kT: 21.381
D: 6.734e-11 cm^2/s
D*t: 9.697e-07 cm^2
sqrt(D*t): 9.847e-04 cm
trial y: 0.48
erf series term 1 at trial y: 0.541622
erf series term 2 at trial y: -0.041597
erf series term 3 at trial y: 0.002875
erf series term 4 at trial y: -0.000158
sum of four terms: 0.502743
size of next term: 7.1e-06
slope of erf at trial y: 0.8962
y after Newton step: 0.47694
y_half from quadrature: 0.47694
half depth: 9.393e-04 cm
half depth: 9.39 um
half depth, finite differences: 9.39 um
C/C0 at 5 um: formula 0.2804, numeric 0.2804
C/C0 at 10 um: formula 0.5273, numeric 0.5273
C/C0 at 20 um: formula 0.8490, numeric 0.8490
C/C0 at 30 um: formula 0.9688, numeric 0.9688
initial oxygen (rough): 8.0e+17 cm^-3
half of initial oxygen: 4.0e+17 cm^-3
solubility at 1100 C (rough): 2.4e+17 cm^-3
solubility / initial oxygen: 0.30
erf value needed, solubility case: 0.2857
half depth, surface at solubility: 5.10 um
depth where excess halves: 9.39 um
C at zero-surface half depth: 5.20e+17 cm^-3
ramp rate: 5.0 K/min
ramp end temperature: 700 C
both ramps, share of D*t: 9.8 %
half depth with ramps: 9.84 um
half depth, 10 K hotter: 10.15 um
half depth, 10 K colder: 8.68 um
half depth, energy +0.01 eV: 9.00 um
wafer thickness: 725 um
half depth in two-sided wafer: 9.39 um
precipitate density (assumed): 1.0e+08 cm^-3
precipitate radius (assumed): 50 nm
cell radius per precipitate: 13.4 um
precipitation rate, formula: 4.231e-07 1/s
precipitation rate, cell mode: 4.260e-07 1/s
excess oxygen lost to precipitates: 0.61 %
all tests passed
```
